# Thermal electron population of K and Q valleys in a monolayer: test program

```python
"""Electron share of the Q valleys in a monolayer with K and Q valleys.
Result under test, for low electron density:
    f0 = r/(1+r),  r = (gQ mQ)/(gK mK) * exp(-offset/kT)
gK, gQ : number of valleys times spin states per valley
mK, mQ : density-of-states masses in units of the free-electron mass
offset : energy of the Q minimum above the K minimum
Internal units: eV, nm, K. Sheet densities are printed in 1e12 cm^-2.
A band is (label, mass x, mass y, valleys, spins, minimum energy).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

KB = const.k / const.e                                   # eV/K
H = const.hbar**2 / (2 * const.m_e) / const.e * 1e18     # eV nm^2
TO_E12 = 1e14 / 1e12                                     # nm^-2 to 1e12 cm^-2

T = 300.0
kT = KB * T
mK, mQ, offset = 0.5, 0.6, 0.100
gK, gQ = 2 * 2, 6 * 1
mx, my = 0.9, 0.4                                        # trial Q ellipse


def low_density_fraction(d=offset, temp=T, wK=gK * mK, wQ=gQ * mQ):
    r = wQ / wK * np.exp(-d / (KB * temp))
    return r / (1 + r)


def closed_densities(mu, bands, temp=T):
    """K and Q densities from the logarithmic Fermi formula."""
    out = {"K": 0.0, "Q": 0.0}
    t = KB * temp
    for label, a, b, valleys, spins, e0 in bands:
        states = valleys * spins * np.sqrt(a * b) / (4 * np.pi * H) * t
        out[label] += states * np.logaddexp(0, (mu - e0) / t)
    return out["K"], out["Q"]


def lattice_energy(a, b, angle, side, half):
    """Energies at the allowed wavevectors of a periodic square."""
    k = 2 * np.pi / side * np.arange(-half, half + 1)
    kx, ky = np.meshgrid(k, k)
    u = np.cos(angle) * kx + np.sin(angle) * ky
    v = -np.sin(angle) * kx + np.cos(angle) * ky
    return H * (u**2 / a + v**2 / b)


def summed_densities(mu, bands, temp=T):
    """K and Q densities by explicit sum over valleys, spins and k."""
    out = {"K": 0.0, "Q": 0.0}
    side = 100.0
    for label, a, b, valleys, spins, e0 in bands:
        for valley in range(valleys):
            angle = 2 * np.pi * valley / valleys
            energy = e0 + lattice_energy(a, b, angle, side, 100)
            filled = expit(-(energy - mu) / (KB * temp)).sum() / side**2
            for spin in range(spins):
                out[label] += filled
    return out["K"], out["Q"]


def share(pair):
    return pair[1] / (pair[0] + pair[1])


def mu_at(n, bands):
    return brentq(lambda mu: np.log(sum(closed_densities(mu, bands)) / n),
                  -0.9, 0.6)


base = [("K", mK, mK, 2, 2, 0.0), ("Q", mx, my, 6, 1, offset)]
f0 = low_density_fraction()
boltz = np.exp(-offset / kT)
ratio = gQ * mQ / (gK * mK) * boltz

# Density of states: count the states of one elliptical valley below 0.1 eV.
side, top = 400.0, 0.1
counted = np.count_nonzero(lattice_energy(mx, my, 0.3, side, 120) < top)
expected = side**2 * np.sqrt(mx * my) * top / (4 * np.pi * H)
assert abs(counted / expected - 1) < 0.01   # discreteness at the ellipse edge

# Low-density fraction against the explicit sum, at two temperatures.
for temp in (300.0, 400.0):
    direct = share(summed_densities(-0.5, base, temp))
    assert abs(direct / low_density_fraction(temp=temp) - 1) < 1e-5
assert abs(100 * f0 - 3.6) < 0.05

# Finite density: the closed formula against the explicit sum.
densities = [0.1, 1.0, 5.0, 10.0]                        # 1e12 cm^-2
shares = []
for n12 in densities:
    mu = mu_at(n12 / TO_E12, base)
    direct = summed_densities(mu, base)
    shares.append(share(closed_densities(mu, base)))
    assert abs(sum(direct) * TO_E12 / n12 - 1) < 1e-7
    assert abs(share(direct) / shares[-1] - 1) < 1e-7
assert f0 < shares[0] < shares[1] < shares[2] < shares[3]

# First density correction against the numerical solution for mu.
NK = gK * mK * kT / (4 * np.pi * H)
NQ = gQ * mQ * kT / (4 * np.pi * H)
slope = (1 - f0) * (1 - boltz) / (2 * (NK + NQ * boltz))
n_small = densities[0] / TO_E12
assert abs((shares[0] / f0 - 1) / (slope * n_small) - 1) < 0.01
n_ten = brentq(lambda n: share(closed_densities(mu_at(n, base), base))
               / f0 - 1.1, 1e-3, 0.2)

# Sensitivity to the offset against a finite difference.
step = 1e-5
numeric = (low_density_fraction(offset + step)
           - low_density_fraction(offset - step)) / (2 * step)
sensitivity = -f0 * (1 - f0) / kT
assert abs(numeric / sensitivity - 1) < 1e-5

# Spin splittings: weights of the extra branches against explicit sums.
split_K, split_Q = 0.003, 0.070
K_pair = [("K", mK, mK, 2, 1, 0.0), ("K", mK, mK, 2, 1, split_K)]
Q_upper = ("Q", mx, my, 6, 1, offset + split_Q)
wK_split = gK * mK * (1 + np.exp(-split_K / kT)) / 2
wQ_both = gQ * mQ * (1 + np.exp(-split_Q / kT))
f_Ksplit = low_density_fraction(wK=wK_split)
f_Qupper = low_density_fraction(wQ=wQ_both)
f_both = low_density_fraction(wK=wK_split, wQ=wQ_both)
full = K_pair + [base[1], Q_upper]
for value, bands in ((f_Ksplit, K_pair + [base[1]]),
                     (f_Qupper, base + [Q_upper]), (f_both, full)):
    assert abs(share(summed_densities(-0.5, bands)) / value - 1) < 1e-5
f_full_dense = share(closed_densities(mu_at(10.0 / TO_E12, full), full))

# Nonparabolic band E(1+alpha E) = H k^2/m: factor from quadrature over k.
alpha = 1.0
factor = 1 + 2 * alpha * kT


def bent_energy(k, m):
    return (np.sqrt(1 + 4 * alpha * H * k**2 / m) - 1) / (2 * alpha)


for m in (mK, mQ):
    bent = quad(lambda k: k * np.exp(-bent_energy(k, m) / kT), 0, 8)[0]
    flat = quad(lambda k: k * np.exp(-H * k**2 / m / kT), 0, 8)[0]
    assert abs(bent / flat / factor - 1) < 1e-6

# Share of one valley's electrons above a cut energy.
cut = 0.2
tail = np.exp(-cut / kT)
k_cut = np.sqrt(cut * mK / H)
above = quad(lambda k: k * np.exp(-H * k**2 / mK / kT), k_cut, 8,
             epsabs=1e-14)[0]
whole = quad(lambda k: k * np.exp(-H * k**2 / mK / kT), 0, 8)[0]
assert abs(above / whole / tail - 1) < 1e-6


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("temperature", T, "K", 0)
show("thermal energy kT", 1e3 * kT, "meV")
show("K mass", mK, "m0", 1)
show("Q mass", mQ, "m0", 1)
show("Q offset above K", 1e3 * offset, "meV", 0)
print(f"valley-spin states: K {gK}, Q {gQ}")
show("K weight gK mK", gK * mK, "m0", 1)
show("Q weight gQ mQ", gQ * mQ, "m0", 1)
show("weight ratio Q/K", gQ * mQ / (gK * mK), "", 2)
show("offset / kT", offset / kT, "")
show("Boltzmann factor", boltz, "", 5)
show("density ratio nQ/nK", ratio, "", 5)
show("Q fraction f0", 100 * f0, "%")
show("K fraction", 100 * (1 - f0), "%")
print("-- wrong counts, for comparison")
show("Q taken with two spins", 100 * low_density_fraction(wQ=2 * gQ * mQ), "%")
show("equal weights for K and Q", 100 * low_density_fraction(wK=1, wQ=1), "%")
show("trial Q ellipse, mass x", mx, "m0", 1)
show("trial Q ellipse, mass y", my, "m0", 1)
show("its geometric mean", np.sqrt(mx * my), "m0", 2)
show("its arithmetic mean", (mx + my) / 2, "m0", 2)
show("fraction with arithmetic mean",
     100 * low_density_fraction(wQ=gQ * (mx + my) / 2), "%")
print("-- finite sheet density")
show("K effective density NK", NK * TO_E12, "1e12 cm^-2", 2)
show("Q effective density NQ", NQ * TO_E12, "1e12 cm^-2", 2)
for n12, value in zip(densities, shares):
    show(f"Q fraction at {n12:g}e12 cm^-2", 100 * value, "%")
show("density where f = 1.1 f0", n_ten * TO_E12, "1e12 cm^-2", 2)
print("-- neglected effects, low density, rough trial values")
show("change of f0 per +1 meV offset", 100 * sensitivity * 1e-3, "% points", 4)
show("offset 50 meV", 100 * low_density_fraction(0.050), "%", 2)
show("offset 150 meV", 100 * low_density_fraction(0.150), "%", 3)
show("temperature 400 K", 100 * low_density_fraction(temp=400.0), "%", 2)
show(f"K spin splitting {1e3*split_K:.0f} meV", 100 * f_Ksplit, "%")
show(f"upper Q branch at +{1e3*split_Q:.0f} meV", 100 * f_Qupper, "%")
show("both spin splittings", 100 * f_both, "%")
show("both splittings at 10e12 cm^-2", 100 * f_full_dense, "%")
show(f"nonparabolic factor, {alpha:g}/eV", factor, "", 4)
show("nonparabolic K only",
     100 * low_density_fraction(wK=gK * mK * factor), "%")
show("nonparabolic Q only",
     100 * low_density_fraction(wQ=gQ * mQ * factor), "%")
show(f"valley share above {cut:g} eV", 100 * tail, "%", 4)
print("no test failed")
```

Running it gives:

```
temperature: 300 K
thermal energy kT: 25.852 meV
K mass: 0.5 m0
Q mass: 0.6 m0
Q offset above K: 100 meV
valley-spin states: K 4, Q 6
K weight gK mK: 2.0 m0
Q weight gQ mQ: 3.6 m0
weight ratio Q/K: 1.80
offset / kT: 3.868
Boltzmann factor: 0.02090
density ratio nQ/nK: 0.03761
Q fraction f0: 3.625 %
K fraction: 96.375 %
-- wrong counts, for comparison
Q taken with two spins: 6.996 %
equal weights for K and Q: 2.047 %
trial Q ellipse, mass x: 0.9 m0
trial Q ellipse, mass y: 0.4 m0
its geometric mean: 0.60 m0
its arithmetic mean: 0.65 m0
fraction with arithmetic mean: 3.915 %
-- finite sheet density
K effective density NK: 10.80 1e12 cm^-2
Q effective density NQ: 19.44 1e12 cm^-2
Q fraction at 0.1e12 cm^-2: 3.640 %
Q fraction at 1e12 cm^-2: 3.782 %
Q fraction at 5e12 cm^-2: 4.492 %
Q fraction at 10e12 cm^-2: 5.593 %
density where f = 1.1 f0: 2.24 1e12 cm^-2
-- neglected effects, low density, rough trial values
change of f0 per +1 meV offset: -0.1351 % points
offset 50 meV: 20.65 %
offset 150 meV: 0.541 %
temperature 400 K: 9.00 %
K spin splitting 3 meV: 3.827 %
upper Q branch at +70 meV: 3.857 %
both spin splittings: 4.072 %
both splittings at 10e12 cm^-2: 6.253 %
nonparabolic factor, 1/eV: 1.0517
nonparabolic K only: 3.453 %
nonparabolic Q only: 3.805 %
valley share above 0.2 eV: 0.0437 %
no test failed
```
